# Hydrogen vibrations at a bcc tetrahedral site from D2d symmetry

**Question**

I am working on hydrogen dissolved in a bcc metal such as niobium. The hydrogen sits at a tetrahedral site, with four equidistant metal neighbours. I expected the three local vibrations to be degenerate, as they would be at the centre of a regular tetrahedron. My exercise says that the site symmetry is $D_{2d}$ and asks me to show that there is one nondegenerate mode and one degenerate pair. Where does the regular-tetrahedron argument fail, and how do I do the reduction? Does symmetry also tell me which level is higher?

**Answer**

The four neighbours are equidistant from the hydrogen, but they are not equidistant from each other. Put the origin at the site and the axes along the cube edges, with lattice parameter $a$. The neighbours are at

$$(\pm a/2,\,0,\,-a/4),\qquad (0,\,\pm a/2,\,a/4).$$

Two atoms of the same pair are $a$ apart. Atoms of different pairs are $\sqrt{3}\,a/2$ apart, because their separation has components of size $a/2$ along each axis. The tetrahedron is squashed along $z$, and that removes the threefold axes which would mix $z$ with $x$ and $y$.

I assume that hydrogen stays on one site and that any displacement of the surrounding metal keeps the site symmetry. For the moment the metal atoms are fixed.

**The eight operations**

A symmetry operation about the site must permute the four neighbours and preserve their distances. It can swap the two pairs or not, and it can order each pair in two ways, so there are at most $2\times2\times2=8$ operations. The four position vectors span space, so each permutation belongs to at most one matrix. All eight exist. They send $(x,y,z)$ to:

- $E$: $(x,y,z)$
- $2S_4$: $(-y,x,-z)$ and $(y,-x,-z)$
- $C_2$: $(-x,-y,z)$
- $2C_2'$: $(y,x,-z)$ and $(-y,-x,-z)$
- $2\sigma_d$: $(x,-y,z)$ and $(-x,y,z)$

They are symmetries of the whole crystal too. Each one maps the set of bcc lattice translations onto itself. Since it also takes one atom to another atom, it takes every atom to an atom. This group is $D_{2d}$.

**The reduction**

A displacement of the hydrogen is a vector, so its character $\chi$ is the trace of each matrix. For example, $(-y,x,-z)$ has diagonal elements $0,0,-1$ and trace $-1$.

| | $E$ | $2S_4$ | $C_2$ | $2C_2'$ | $2\sigma_d$ |
|---|---|---|---|---|---|
| $A_1$ | 1 | 1 | 1 | 1 | 1 |
| $A_2$ | 1 | 1 | 1 | −1 | −1 |
| $B_1$ | 1 | −1 | 1 | 1 | −1 |
| $B_2$ | 1 | −1 | 1 | −1 | 1 |
| $E$ | 2 | 0 | −2 | 0 | 0 |
| $\chi$ | 3 | −1 | −1 | −1 | 1 |

The number of times an irreducible representation occurs is one eighth of the sum, over classes, of class size × its character × $\chi$:

$$\begin{aligned}
n_{A_1}&=(3-2-1-2+2)/8=0\\
n_{A_2}&=(3-2-1+2-2)/8=0\\
n_{B_1}&=(3+2-1-2-2)/8=0\\
n_{B_2}&=(3+2-1+2+2)/8=1\\
n_{E}&=(6+0+2+0+0)/8=1
\end{aligned}$$

Hence the displacements transform as $B_2+E$. The coordinate $z$ changes sign under $S_4$ and $C_2'$ and is unchanged by the mirrors, so it is the $B_2$ part. The coordinates $(x,y)$ form the $E$ part.

**The same result from the energy**

Expand the energy for a small displacement $\mathbf u=(x,y,z)$. A linear term would need a force vector that all eight operations leave unchanged. Since $n_{A_1}=0$, there is none, and the site is a stationary point. The next term is $U=\tfrac12\mathbf u^{T}K\mathbf u$, with $K$ symmetric.

1. The mirror $y\to-y$ leaves $U$ unchanged, so the $xy$ and $yz$ terms vanish: $K_{xy}=K_{yz}=0$.
2. The mirror $x\to-x$ likewise gives $K_{xz}=0$.
3. Under $(x,y,z)\to(-y,x,-z)$ the remaining energy becomes $\tfrac12(K_{xx}y^2+K_{yy}x^2+K_{zz}z^2)$. It must equal the original for every displacement, so $K_{xx}=K_{yy}$.

Therefore

$$K=\mathrm{diag}(k_\perp,k_\perp,k_\parallel).$$

Harmonic vibration about the site requires both constants to be positive. Newton's equation $m\ddot{\mathbf u}=-K\mathbf u$ then gives $\omega_\perp=\sqrt{k_\perp/m}$ twice and $\omega_\parallel=\sqrt{k_\parallel/m}$ once. Physically, $S_4$ turns a vibration along $x$ into one along $y$, so the two must cost the same energy. No operation turns either into a vibration along $z$.

Symmetry does not say which constant is larger, and it does not forbid $k_\perp=k_\parallel$ by coincidence. That takes a force model.

**Which level is higher?**

Let each neighbour interact with hydrogen through a pair energy $V(r)$. For a neighbour at $r\mathbf n$, with $\mathbf n$ a unit vector, the distance after the displacement is

$$|r\mathbf n-\mathbf u|\simeq r-\mathbf n\cdot\mathbf u+\frac{u^2-(\mathbf n\cdot\mathbf u)^2}{2r}.$$

Insert this in $V$ and keep second-order terms. With $f=V''(r)$ and $g=V'(r)/r$, they are

$$\tfrac12 f(\mathbf n\cdot\mathbf u)^2+\tfrac12 g\left[u^2-(\mathbf n\cdot\mathbf u)^2\right].$$

Let $c$ be the magnitude of the cosine between a bond and $z$. Over the four bonds, $\sum n_z^2=4c^2$. The remaining $4(1-c^2)$ is shared equally by $x$ and $y$, so $\sum n_x^2=\sum n_y^2=2(1-c^2)$. The coefficient of $g$ is 4 minus the corresponding sum, hence

$$\begin{aligned}
k_\parallel&=4\left[fc^2+g(1-c^2)\right],\\
k_\perp&=2\left[f(1-c^2)+g(1+c^2)\right].
\end{aligned}$$

Subtracting and collecting terms,

$$\begin{aligned}
k_\perp-k_\parallel&=f(2-6c^2)+g(-2+6c^2)\\
&=2(f-g)(1-3c^2).
\end{aligned}$$

The splitting vanishes for a regular tetrahedron, where $c^2=1/3$. This is the case you had in mind. It also vanishes if $f=g$, as for $V\propto r^2$: an accidental degeneracy at a site that still has only $D_{2d}$ symmetry.

In bcc, $r=\sqrt{(a/2)^2+(a/4)^2}=\sqrt5\,a/4$, so $c^2=(a/4)^2/r^2=1/5$ and

$$k_\parallel=\frac{4f+16g}{5},\qquad k_\perp=\frac{8f+12g}{5}.$$

For a repulsion with $f>0$ and $g<0$, the difference $4(f-g)/5$ is positive and the pair lies higher. If $g$ is negligible, $k_\perp=2k_\parallel$ and the frequency ratio is $\sqrt2$. A negative $g$ lowers $k_\parallel$ by the larger fraction and raises the ratio. With $g<0$, the site is stable in this model if $f>-4g$, the condition for $k_\parallel>0$; $k_\perp$ is then positive too.

**Numbers in the niobium regime**

Take round model parameters: $a=0.330$ nm and $V=V_0e^{-(r-r_0)/\rho}$, with $V_0=0.10$ eV, $\rho=0.015$ nm and $r_0=0.1845$ nm, the neighbour distance. Then

$$f=\frac{V_0}{\rho^2}=444.4\ \mathrm{eV/nm^2},\qquad g=-\frac{V_0}{\rho r_0}=-36.14\ \mathrm{eV/nm^2}.$$

The force constants are

$$\begin{aligned}
k_\parallel&=[4(444.4)-16(36.14)]/5=239.9\ \mathrm{eV/nm^2},\\
k_\perp&=[8(444.4)-12(36.14)]/5=624.4\ \mathrm{eV/nm^2}.
\end{aligned}$$

Finite differences of the four-neighbour energy give 624.4, 624.4 and 239.9 eV/nm² along $x$, $y$ and $z$. With $\hbar^2/m=4.148\times10^{-5}$ eV nm² for hydrogen, $\hbar\omega=\sqrt{k\hbar^2/m}$ gives

$$\hbar\omega_\parallel=99.8\ \mathrm{meV}\ (B_2),\qquad \hbar\omega_\perp=160.9\ \mathrm{meV}\ (E,\ \text{twice}).$$

The ratio is 1.61. The zero-point energy is $160.9+99.8/2=210.8$ meV.

**What keeps the pair together, and what splits it?**

Cubic and quartic terms in the energy have the same $D_{2d}$ symmetry, so the first excited $E$ level stays doubly degenerate. Low-order perturbation theory on a single site (quartic terms to first order, cubic to second) shifts the $E$ quantum by −9.2 meV and the $B_2$ quantum by −8.1 meV. These give only the sign and rough size: the series is not converged, and in the full potential of the rigid crystal the shifts are nearer −16 and −10 meV, to within a few meV.

Moving metal atoms do not split the pair either, since the coupled vibrations are still classified by $D_{2d}$. Take a cluster of 68 mobile hosts, with springs of 200 and 100 eV/nm² between first and second neighbours. To separate host motion from static relaxation, let constant forces balance the hydrogen's static push, so that the hosts vibrate about their undisplaced positions. Constant forces do not change the force constants. The cluster gives 161.7 and 101.4 meV. With the same hosts fixed, the values are 160.9 and 99.9 meV. The modes remain local because they lie far above the top host vibration, 24.3 meV in this cluster.

Strain shows the role of symmetry directly. Stretching the crystal by 1% along $z$ keeps $S_4$, and the pair stays together at 158.6 meV. Stretching it by 1% along $x$ destroys $S_4$ and splits the pair into 161.5 meV ($x$) and 152.9 meV ($y$).

It may look odd that the $y$ mode softens. The hydrogen moves 0.00266 nm towards the stretched pair. Its distance to that pair then grows by about 0.0003 nm, but its distance to the other pair grows by 0.0012 nm. The repulsion from the other pair, which dominates the $y$ stiffness, therefore weakens by about 8%.

**How far to trust this for niobium**

The measured levels are roughly 110 and 160 meV, with the pair higher. The parameters were chosen for that regime, so the similar energies are not a prediction. A real metal also relaxes around hydrogen. Moving the four neighbours outward by 0.005 nm, with $V_0$ and $\rho$ held fixed, lowers the model levels to 136.5 and 85.1 meV. The pair survives, but the energies move by about 15%.

The assumption that hydrogen stays on one site needs more care. In the rigid model the barrier to the next tetrahedral site, 0.117 nm away, is 157 meV after zero-point corrections. The $B_2$ quantum is well below this, but the $E$ quantum is comparable with it, so a localised $E$ vibration is marginal there. In the full three-dimensional potential of the rigid crystal, tunnelling between equivalent sites spreads the $B_2$ level over roughly 10 meV and the $E$ level over roughly 20 meV, so the sharp doublet is a single-site result. A one-dimensional estimate of the ground-state tunnel splitting between two such sites is 0.8 meV. It follows a straight path and ignores the motion across it, and it is too large: the three-dimensional ground-state band of the same rigid model corresponds to a two-site splitting of about 0.2 meV.

Lattice relaxation favours the occupied site: with the 0.005 nm displacement, the potential energy at the geometric centre of the next site is 43 meV higher than at the occupied one. That opposes tunnelling from the ground state, but it does not by itself prove that the excited pair is localised. The $B_2+E$ assignment applies when the hydrogen is localised and its surroundings keep $D_{2d}$. A nearby impurity or second hydrogen will in general lower that symmetry and can split the pair.

The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
site group order: 8
classes: 1E, 2S4, 1C2, 2C2', 2sd
vector characters: 3 -1 -1 -1 1
irrep counts: {'A1': 0, 'A2': 0, 'B1': 0, 'B2': 1, 'E': 1}
sum of chi^2 over group / order: 2
lattice parameter a: 0.330 nm
V0: 0.10 eV; rho: 0.015 nm
H-host distance r0: 0.1845 nm
hydrogen mass: 1.6735e-27 kg
hbar^2/m: 4.1477e-05 eV nm^2
f = V'': 444.4 eV/nm^2
g = V'/r: -36.14 eV/nm^2
k_perp: 624.4 eV/nm^2 = 100.0 N/m
k_par: 239.9 eV/nm^2 = 38.4 N/m
finite-difference kxx, kyy, kzz: 624.4 624.4 239.9 eV/nm^2
pair E: 160.9 meV
single B2: 99.8 meV
ratio E/B2: 1.613; for g=0: 1.414
zero-point energy: 210.8 meV
regular tetrahedron kxx/kzz: 1.0000
V''=V'/r at bcc site, kxx/kzz: 1.0000
-- effects left out of the four-neighbour harmonic model --
all hosts: E 160.9, B2 99.9 meV
host springs: 200, 100 eV/nm^2
host mass: 92.9 u; mobile hosts: 68
top host mode without H: 24.3 meV
moving hosts: E 161.7, B2 101.4 meV
smallest H weight in local modes: 0.9695
anharmonic shift of E: -9.2 meV
anharmonic shift of B2: -8.1 meV
1% x strain: x 161.5, y 152.9, z 96.8 meV
1% x strain: H moves along z by -0.00266 nm
1% z strain: E 158.6, B2 100.0 meV
neighbours pushed out by: 0.005 nm
pushed out: E 136.5, B2 85.1 meV
pushed out: next site higher by 43 meV
distance to next site: 0.1167 nm
rigid-lattice barrier: 158 meV
barrier with zero-point terms: 157 meV
1D tunnel splitting, rigid lattice: 0.80 meV
kT at 300 K: 25.85 meV
Boltzmann factor of B2 quantum, 300 K: 0.0211
Boltzmann factor of E quantum, 300 K: 0.00198
```
